\section*{Diffuse Reflection from a Weakly Rough Hard Wall at First Order}

\section{Definitions and conventions}

Free electrons fill the region $z>h(\mathbf R)$, where $\mathbf R=(x,y)$ runs along the surface and $h$ is its height. The wall is hard: the wave function obeys
\begin{equation}
\psi(\mathbf R,h(\mathbf R))=0 . \label{bc}
\end{equation}
Scattering is elastic and the mass is isotropic, so every wave has the same wave number $k$. The incident wave has lateral wave vector $\mathbf K$ and moves towards the wall, that is, towards decreasing $z$, with normal component $k_z=\sqrt{k^2-K^2}>0$. An outgoing wave has lateral wave vector $\mathbf K'$ and
\begin{equation}
k_z'=\sqrt{k^2-K'^2}\ \ (K'<k),\qquad k_z'=i\sqrt{K'^2-k^2}\ \ (K'>k). \label{kzp}
\end{equation}
With this choice of root, $e^{ik_z'z}$ either travels away from the wall or decays into the metal.

On a large periodic patch of area $A$ the height is expanded as
\begin{equation}
h(\mathbf R)=\sum_{\mathbf Q}h_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf R},\qquad
h_{\mathbf Q}=\frac1A\int d^2R\,h(\mathbf R)e^{-i\mathbf Q\cdot\mathbf R}. \label{fourier}
\end{equation}
The plane $z=0$ is placed at the mean height, so $h_{\mathbf 0}=0$. Since $h$ is real, $h_{-\mathbf Q}=h_{\mathbf Q}^*$. The roughness is statistically uniform, with correlation function and spectrum
\begin{equation}
C(\mathbf R)=\langle h(\mathbf 0)h(\mathbf R)\rangle,\qquad
S(\mathbf Q)=\int d^2R\,C(\mathbf R)e^{-i\mathbf Q\cdot\mathbf R}. \label{S}
\end{equation}
The mean square height is $\Delta^2=C(\mathbf 0)=\int S\,d^2Q/(2\pi)^2$. Inserting \eqref{fourier} twice gives
\begin{equation}
\langle|h_{\mathbf Q}|^2\rangle=\frac1{A^2}\iint d^2R\,d^2R'\,C(\mathbf R-\mathbf R')e^{-i\mathbf Q\cdot(\mathbf R-\mathbf R')}=\frac{S(\mathbf Q)}{A}, \label{hS}
\end{equation}
because one integral yields $S$ and the other yields $A$.

The diffuse probability $P$ is the fraction of the incident normal flux that leaves with $\mathbf K'\neq\mathbf K$. The specularity is $1-P$.

\section{The boundary condition to first order}

For a flat wall at $z=0$ the solution is
\begin{equation}
\psi_0=e^{i\mathbf K\cdot\mathbf R}\left(e^{-ik_zz}-e^{ik_zz}\right)=-2i\sin(k_zz)\,e^{i\mathbf K\cdot\mathbf R}. \label{psi0}
\end{equation}
At $z=0$ it has the values
\begin{equation}
\psi_0=0,\qquad \partial_z\psi_0=-2ik_z\,e^{i\mathbf K\cdot\mathbf R},\qquad \partial_z^2\psi_0=0. \label{at0}
\end{equation}

Write $\psi=\psi_0+\psi_1+\psi_2+\dots$, where $\psi_n$ is of order $h^n$, and expand \eqref{bc} about $z=0$. Where $h>0$, the plane $z=0$ lies outside the metal, and the fields there are the smooth continuation of those inside. The first-order terms are
\begin{equation}
h\,\partial_z\psi_0+\psi_1=0\ \Rightarrow\
\psi_1(\mathbf R,0)=2ik_z\,h(\mathbf R)\,e^{i\mathbf K\cdot\mathbf R}. \label{psi1}
\end{equation}
The rough wall thus acts as a flat wall that emits a wave in proportion to the local height and to the normal slope of the unperturbed wave function. The expansion requires $k_zh$ and $|k_z'|h$ to be small for all waves that contribute appreciably, decaying waves included.

The field $\psi_1$ obeys the free wave equation and contains no further incident wave. Each Fourier component of \eqref{psi1} therefore continues into the metal with the factor $e^{ik_z'z}$:
\begin{equation}
\psi_1=\sum_{\mathbf K'}r_{\mathbf K'}e^{i\mathbf K'\cdot\mathbf R+ik_z'z},\qquad
r_{\mathbf K'}=2ik_z\,h_{\mathbf K'-\mathbf K}. \label{r}
\end{equation}

\section{The diffuse probability}

The normal flux of a travelling wave is its squared amplitude times $\hbar k_z'/m$; the incident wave carries $\hbar k_z/m$. A decaying wave has imaginary $k_z'$ and carries no normal flux. The probability of leaving in channel $\mathbf K'$ with $K'<k$ is therefore
\begin{equation}
P_{\mathbf K'}=\frac{k_z'}{k_z}\,|r_{\mathbf K'}|^2
=\frac{k_z'}{k_z}\,4k_z^2|h_{\mathbf K'-\mathbf K}|^2
=4k_zk_z'\,|h_{\mathbf K'-\mathbf K}|^2. \label{channel}
\end{equation}
One factor $k_z$ has cancelled against the incident flux. The result is symmetric between the incoming and outgoing waves, as reciprocity requires.

Average with \eqref{hS} and replace the sum over channels by $A\int d^2K'/(2\pi)^2$. The area cancels:
\begin{equation}
\boxed{P=4k_z\int_{K'<k}\frac{d^2K'}{(2\pi)^2}\,S(\mathbf K'-\mathbf K)\,k_z'} \label{P}
\end{equation}
The integral runs over outgoing lateral wave vectors, and $k_z'$ enters as a weight. If $k_z'$ itself is the integration variable, then $K'dK'=-k_z'dk_z'$ from \eqref{kzp}, the sign reverses the limits, and
\begin{equation}
P=\frac{4k_z}{(2\pi)^2}\int_0^k dk_z'\,k_z'^2\int_0^{2\pi}d\varphi'\,S(\mathbf K'-\mathbf K). \label{Pkz}
\end{equation}
One factor $k_z'$ is the flux weight and the other comes from the change of variable. The amplitude is of first order in $h$; the probability is of second order.

\section{Where the flux comes from}

The diffuse flux must be taken from the specular beam. The second-order part of \eqref{bc} is
\begin{equation}
\tfrac12h^2\partial_z^2\psi_0+h\,\partial_z\psi_1+\psi_2=0
\ \Rightarrow\ \psi_2(\mathbf R,0)=-h\,\partial_z\psi_1, \label{psi2}
\end{equation}
where the first term vanishes by \eqref{at0}. From \eqref{r},
\begin{equation}
\partial_z\psi_1\big|_0=\sum_{\mathbf K'}(ik_z')(2ik_z)h_{\mathbf K'-\mathbf K}e^{i\mathbf K'\cdot\mathbf R}
=-2k_z\sum_{\mathbf K'}k_z'h_{\mathbf K'-\mathbf K}e^{i\mathbf K'\cdot\mathbf R}.
\end{equation}
To return from $\mathbf K'$ to $\mathbf K$, the factor $-h$ in \eqref{psi2} must supply $-h_{\mathbf K-\mathbf K'}=-h^*_{\mathbf K'-\mathbf K}$. The averaged specular amplitude is then
\begin{equation}
r_{\mathbf K}=-1+2k_zJ,\qquad
J=\int\frac{d^2K'}{(2\pi)^2}S(\mathbf K'-\mathbf K)\,k_z', \label{spec}
\end{equation}
with all $\mathbf K'$ included. Write $J=J_1+iJ_2$. Travelling waves give $J_1$ and decaying waves give $J_2>0$. To second order in $h$,
\begin{equation}
|r_{\mathbf K}|^2=1-4k_zJ_1=1-P,
\end{equation}
so the specular beam loses the flux that \eqref{P} assigns to the other directions.

The imaginary part is a phase shift. A flat wall at $z=d$ requires $e^{-ik_zd}+re^{ik_zd}=0$, hence $r=-e^{-2ik_zd}\approx-1+2ik_zd$. Comparison with \eqref{spec} gives $d=J_2$: for the specular wave, the decaying waves displace the wall into the metal by $J_2$.

Equations \eqref{channel} and \eqref{spec} were tested against a numerical solution of \eqref{bc} on a doubly periodic surface with $k=5$, $\mathbf K=(1.3,0.7)$, basic surface wave number 2 (all in nm$^{-1}$) and rms height 0.001 nm. Results for $h$ and $-h$ were averaged, which removes odd powers of $h$. The largest channel error was $7\times10^{-5}$ of the largest channel probability. The complex change of the specular amplitude agreed to a relative $2\times10^{-5}$.

\section{Gaussian roughness and three limits}

For $C=\Delta^2e^{-R^2/\xi^2}$ with correlation length $\xi$, the Gaussian integral in \eqref{S} gives
\begin{equation}
S(\mathbf Q)=\pi\Delta^2\xi^2e^{-Q^2\xi^2/4}. \label{gauss}
\end{equation}
The normalized weight $S/[(2\pi)^2\Delta^2]$ is a Gaussian distribution of $\mathbf Q=\mathbf K'-\mathbf K$, with variance $2/\xi^2$ for each component. With $x$ chosen along $\mathbf K$,
\begin{equation}
k_z'^2=k^2-|\mathbf K+\mathbf Q|^2=k_z^2-2KQ_x-Q^2. \label{kin}
\end{equation}

\paragraph{Smooth surface, away from grazing.} If $K/\xi$ and $1/\xi^2$ are both small compared with $k_z^2$, then $k_z'\approx k_z$ over the whole spectrum. The remaining integral of $S$ is $\Delta^2$, and
\begin{equation}
P\approx4k_z^2\Delta^2. \label{smooth}
\end{equation}
This can be read locally. Each nearly flat piece of wall reflects with amplitude $-e^{-2ik_zh}$. For Gaussian heights the mean amplitude is $-e^{-2k_z^2\Delta^2}$, so in this locally flat picture the specularity is $e^{-4k_z^2\Delta^2}$. Its expansion begins with $1-4k_z^2\Delta^2$, in agreement with \eqref{smooth}. The exponential remains between 0 and 1 where the first-order formula does not.

\paragraph{Short correlation length.} If $k\xi\ll1$ and $\Delta\ll\xi$, then $S\approx\pi\Delta^2\xi^2$ for all outgoing waves, and \eqref{Pkz} gives
\begin{equation}
P\approx\frac{4k_z}{(2\pi)^2}\,2\pi\,\pi\Delta^2\xi^2\int_0^kk_z'^2dk_z'
=\tfrac23\,k_zk^3\Delta^2\xi^2. \label{short}
\end{equation}

\paragraph{Smooth surface, extreme grazing.} Let $k\xi\gg1$ but $k_z^2\ll k/\xi$. Then $K\approx k$, and the term $-2KQ_x$ dominates \eqref{kin}. Only $Q_x<0$ gives a travelling wave. With $u=-Q_x$ and the Gaussian density of $Q_x$,
\begin{equation}
\frac{P}{4k_z\Delta^2}\approx\int_0^\infty du\,\frac{\xi}{2\sqrt\pi}\,e^{-u^2\xi^2/4}\sqrt{2ku}.
\end{equation}
Substitute $t=u^2\xi^2/4$, so that $u=2\sqrt t/\xi$ and $du=dt/(\xi\sqrt t)$:
\begin{equation}
\frac{P}{4k_z\Delta^2}\approx\frac{1}{2\sqrt\pi}\sqrt{\frac{4k}{\xi}}\int_0^\infty t^{-1/4}e^{-t}dt
=\sqrt{\frac k\xi}\,\frac{\Gamma(3/4)}{\sqrt\pi}. \label{graze}
\end{equation}
The numerical factor $\Gamma(3/4)/\sqrt\pi$ is 0.691. Near grazing $P$ is linear in $k_z$, not quadratic, because the typical $k_z'$ is set by the roughness and no longer by the incident wave. The crossover from \eqref{smooth} lies near $k_z\sim\sqrt{k/\xi}$.

With $k$ and $\xi$ of the example below, \eqref{P} divided by its limit was 0.9999 for \eqref{smooth} at $60^\circ$ from the surface plane and 0.993 for \eqref{graze} at $0.05^\circ$. For \eqref{short}, with $k\xi=0.01$ at $40^\circ$, it was 1.0000.

\section{A wall of finite height}

A real barrier lets the wave leak out. Let the potential outside be $V_0$, with $k_0^2=2mV_0/\hbar^2$ and $k_z,k_z'<k_0$. For the flat step, the field is $e^{-ik_zz}+\rho e^{ik_zz}$ inside and $\tau e^{\kappa z}$ outside, with $\kappa^2=k_0^2-k_z^2$. Continuity of value and slope gives
\begin{equation}
1+\rho=\tau,\quad -ik_z(1-\rho)=\kappa\tau
\ \Rightarrow\ \tau=\frac{-2ik_z}{\kappa-ik_z},\quad |\tau|=\frac{2k_z}{k_0}. \label{tau}
\end{equation}
To first order, moving the step from $0$ to $h$ adds the potential $V_0h\,\delta(z)$. It produces a jump in slope, $\partial_z\psi_1|_{0^+}-\partial_z\psi_1|_{0^-}=k_0^2h\psi_0(0)$. The response in channel $\mathbf K'$ is $Be^{ik_z'z}$ inside and $Be^{\kappa'z}$ outside, with $\kappa'^2=k_0^2-k_z'^2$. Hence
\begin{equation}
(ik_z'-\kappa')B=k_0^2h_{\mathbf K'-\mathbf K}\tau
\ \Rightarrow\ |B|=\frac{k_0^2}{k_0}\,\frac{2k_z}{k_0}\,|h_{\mathbf K'-\mathbf K}|=2k_z|h_{\mathbf K'-\mathbf K}|. \label{step}
\end{equation}
This is the modulus found in \eqref{r}. For a sharp step with equal mass on both sides, the barrier height drops out of \eqref{P} at this order. Matching the waves on both sides of a ripple of amplitude 0.001 nm and wave number 0.2 nm$^{-1}$, with the electron and barrier of the example below, gave a channel probability equal to \eqref{channel} to five digits.

\section{Example: grazing electrons in an indium link}

Indium joins chips in some cryogenic circuits. It suits this model because its three valence electrons per atom are roughly free. The inputs are rough: 38 atoms per nm$^3$, a temperature of 4.2 K in the normal state, $\Delta=0.2$ nm, $\xi=10$ nm, and a vacuum barrier 4 eV above the Fermi level. The electron density is $3\times38=114$ nm$^{-3}$, so
\begin{equation}
k=(3\pi^2\times114)^{1/3}=15.0\ \text{nm}^{-1},\qquad E_F=\frac{\hbar^2k^2}{2m}=8.57\ \text{eV}.
\end{equation}
An electron arriving $2^\circ$ from the surface plane has $k_z=15.0\sin2^\circ=0.5235$ nm$^{-1}$. The integral in \eqref{P} is 0.03593 nm, and
\begin{equation}
P=4\times0.5235\times0.03593=0.075,\qquad 1-P=0.925.
\end{equation}

The smooth-surface limit \eqref{smooth} would give 0.044. It fails here because $k_z^2=0.27$ nm$^{-2}$ is smaller than $k/\xi=1.5$ nm$^{-2}$. The grazing limit \eqref{graze} gives $4\times0.5235\times0.04\times\sqrt{1.5}\times0.691=0.071$, much closer to the full integral.

The diffuse electrons leave at a mean angle of $7.7^\circ$. A typical change $Q_x=-\sqrt2/\xi=-0.14$ nm$^{-1}$ in \eqref{kin} gives $k_z'\approx2.1$ nm$^{-1}$, or about $8^\circ$, which accounts for this value. Diffuse here does not mean randomized: an electron leaving at $7.7^\circ$ keeps $\cos7.7^\circ/\cos2^\circ=0.99$ of its momentum along the film. If it reaches an opposite parallel surface without a collision, it arrives at this steeper angle, where $P$ is larger. The path to that surface is about 7.5 times the film thickness, so this requires a film much thinner than the mean free path.

\subsection*{Range of validity}

At fixed roughness the formula gives $P=0.26$ at $5^\circ$, reaches 1 at $9.9^\circ$, and gives 36 at normal incidence, where $2k\Delta=6$ rad. It has plainly failed by $9.9^\circ$ and loses accuracy before that. For an isotropic electron gas the flux striking the wall is distributed as $\sin\theta\cos\theta\,d\theta$, so the fraction arriving below $9.9^\circ$ is $\sin^29.9^\circ\approx0.03$. For this roughness the first-order result describes grazing electrons and cannot be averaged over all directions.

Even at $2^\circ$ the outgoing phase $k_z'\Delta$ is 0.40 at the mean angle. The higher orders were sized by solving \eqref{bc} numerically for ten ridged surfaces $h(x)$ of period 240 nm, each taken with both signs, with ridges perpendicular to the plane of incidence. Their Fourier components had random phases but fixed magnitudes set by the spectrum. The full diffuse probability was $0.950\pm0.001$ of the first-order value, the uncertainty being only the standard error over surfaces. It does not include the finite period: a period four times longer, or a two-dimensional patch, lowers the ratio by 0.002 to 0.003, so only the value 0.95 is established. With the heights divided by ten the ratio was 0.9995, so the deviation fell about a hundredfold, as a correction of relative order $h^2$ should. Ridges give nearly the same first-order $P$ as the two-dimensional surface, 0.0756 against 0.0752. If their correction is carried over, $P$ becomes 0.071.

Replacing the hard wall by a barrier with a local decay length of 0.055 nm left the ratio at 0.950. The other neglected effects change $P$ as follows, with the incident wave vector held fixed unless stated:
\begin{itemize}
\item A ratio of normal to lateral mass of 1.2, taken as an illustration, raises $P$ by 8\%. The energy balance becomes $k_z'^2=k_z^2+1.2(K^2-K'^2)$, which enlarges $k_z'$ by at most $\sqrt{1.2}$ for waves with $K'<K$.
\item Raising the energy by $k_BT=0.36$ meV at fixed angle changes $P$ by 0.003\%.
\item An assumed mean free path of 1000 nm, included by damping the outgoing waves, changes $P$ by 0.3\%.
\item In a film 1000 nm thick the spacing of the allowed $k_z$ is 0.6\% of $k_z$, so treating $k_z$ as continuous is reasonable.
\end{itemize}

\subsection*{The model beside a real link}

An rms height of 0.2 nm is comparable with the height of one atomic step and far below the overall roughness to be expected of a deposited indium bump. The Gaussian spectrum also describes smooth undulations. Sharp atomic steps add short-wavelength components to $S$, which change $P$ even at the same rms height. Since $P\propto\Delta^2$ at fixed $\xi$ and angle, the first-order formula gives $P=0.30$ for $\Delta=0.4$ nm, where the correction found above grows to roughly 20\%, and 1.9 for $\Delta=1$ nm, which is meaningless as a probability. Real indium also carries a surface oxide, so the barrier is neither vacuum nor perfectly sharp. Its lattice can diffract electrons at the surface, and its Fermi surface is not a perfect sphere; neither effect is included. The value $P\approx0.07$ is thus a property of this model for grazing electrons on a gently undulating surface, not a prediction for a real facet or a whole link. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
TESTS
2D wall: largest channel error / largest channel = 7.1e-05
2D wall: relative error of specular amplitude shift = 1.7e-05
2D wall: flux balance error = 4.1e-15
finite step / hard wall, weak ripple channel = 1.00000
P / smooth-surface limit at 60 deg = 0.99986
P / short-correlation limit at 40 deg = 0.99998
P / extreme-grazing limit at 0.05 deg = 0.9927
Gamma(3/4)/sqrt(pi) = 0.6914
EXAMPLE INPUTS (rough)
atom density = 38 per nm^3, electrons per atom = 3
rms height = 0.2 nm, correlation length = 10.0 nm
angle from surface plane = 2.0 deg, temperature = 4.2 K
barrier above Fermi level = 4.0 eV
EXAMPLE RESULTS
Fermi wave number k = 15.001 1/nm
Fermi energy = 8.573 eV
Fermi wavelength = 0.419 nm
kz = 0.5235 1/nm, K = 14.9915 1/nm
S(0) = 12.566 nm^4
integral of S kz' d2K'/(2 pi)^2 = 0.03593 nm
diffuse probability P = 0.0752
specularity 1 - P = 0.9248
4 kz^2 rms^2 at the same angle = 0.0439
mean angle of diffuse electrons = 7.73 deg
kz * rms = 0.1047
kz' * rms at mean outgoing angle = 0.4038
rms slope along x = 0.0283
LIMITS OF THE FIRST-ORDER RESULT
angle where formula gives P = 1: 9.92 deg
formula at 1 deg: P = 0.0358
formula at 5 deg: P = 0.2562
formula at 10 deg: P = 1.0174
formula at 90 deg: P = 35.9997
ridged surfaces, first-order P (continuum) = 0.0756
random surfaces solved = 10, each with h and -h
flux balance error, ridged surfaces = 2.0e-06
full / first order, hard wall, full roughness = 0.9502 +- 0.0010
full / first order, hard wall, roughness / 10 = 0.9995 +- 0.0000
full / first order, finite barrier, full roughness = 0.9504 +- 0.0010
full / first order, finite barrier, roughness / 10 = 0.9996 +- 0.0000
P corrected by hard-wall ratio = 0.0715
decay length in barrier = 0.0551 nm
mass ratio m_z/m_lateral = 1.2: change of P = 8.35 %
kT = 0.362 meV; change of P for energy + kT = 0.0033 %
mean free path 1000 nm: change of P = 0.33 %
film 1000 nm thick: kz level spacing / kz = 0.0060
\end{verbatim}
